# Electron density and chemical potential of a quantum wire: a numerical check

```python
"""Carrier density and chemical potential of a one-dimensional wire.

Result under test: one parabolic subband with spin degeneracy 2 holds
    n = sqrt(2 m kT / pi) F_{-1/2}(eta) / hbar      (per unit length),
and at fixed n its chemical potential mu first rises with temperature T,
has one maximum and then falls; in 2 and 3 dimensions mu only falls.
Symbols: eta = mu/kT from the subband edge; F_j is the Fermi-Dirac integral
divided by Gamma(j+1); E_F = mu at T = 0; t = kT/E_F; D = dimension.
Energies are in meV, temperatures in K, lengths in m.
"""
import numpy as np
import mpmath
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

MEV = const.e * 1e-3
KB = const.k / MEV                    # meV per K
mass = 0.1 * const.m_e
density = 1.0e8                       # electrons per metre
k_fermi = np.pi * density / 2
E_F = (const.hbar * k_fermi) ** 2 / (2 * mass) / MEV


def fermi(y):
    return expit(-y)


def weight(y):
    """Minus the derivative of the Fermi function."""
    return expit(y) * expit(-y)


def band_integral(power, eta, func):
    """Integral over x > 0 of x**power * func(x - eta)."""
    split = max(eta, 1.0)
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=200)
    low = quad(lambda x: func(x - eta), 0, split,
               weight='alg', wvar=(power, 0), **opts)[0]
    high = quad(lambda x: x ** power * func(x - eta),
                split, split + 45, **opts)[0]
    return low + high


def F_minus_half(eta):
    return band_integral(-0.5, eta, fermi) / np.sqrt(np.pi)


def prefactor(T):
    return np.sqrt(2 * mass * const.k * T / np.pi) / const.hbar


def slope(eta, D):
    """Derived formula for dmu/d(kT) at fixed density."""
    p = D / 2 - 1
    return eta - D / 2 * (band_integral(p, eta, fermi)
                          / band_integral(p, eta, weight))


def mu_reduced(t, D):
    """mu/E_F at fixed density in D dimensions, from the integral."""
    def excess(eta):
        return t ** (D / 2) * band_integral(D / 2 - 1, eta, fermi) - 2 / D
    return t * brentq(excess, -20, 1 / t + 5, xtol=1e-12)


# Explicit states of a long ring: the independent road for the wire.
ring_length = 2.0e-5
k_ring = 2 * np.pi / ring_length * np.arange(-8000, 8001)
E_ring = (const.hbar * k_ring) ** 2 / (2 * mass) / MEV


def ring_density(mu, T, edges=(0.0,)):
    return sum(2 / ring_length * np.sum(expit((mu - e - E_ring) / (KB * T)))
               for e in edges)


def ring_mu(T, edges=(0.0,)):
    return brentq(lambda m: ring_density(m, T, edges) / density - 1,
                  -30 * KB * T, E_F + 10 * KB * T + 5, xtol=1e-12)


def ring_peak(edges):
    res = minimize_scalar(lambda T: -ring_mu(T, edges), bounds=(5, 150),
                          method='bounded', options={'xatol': 1e-5})
    return res.x, -res.fun


# Density formula against the sum over states.
for T in (20.0, 100.0, 300.0):
    for mu in (-20.0, 3.0, 15.0):
        formula = prefactor(T) * F_minus_half(mu / (KB * T))
        assert abs(formula / ring_density(mu, T) - 1) < 1e-6

# Slope formula against finite differences.
for T in (30.0, 80.0, 200.0):
    numeric = (ring_mu(T + 0.1) - ring_mu(T - 0.1)) / (0.2 * KB)
    assert abs(numeric - slope(ring_mu(T) / (KB * T), 1)) < 1e-5
for D in (2, 3):
    for t in (0.3, 1.0):
        numeric = (mu_reduced(t + 1e-3, D) - mu_reduced(t - 1e-3, D)) / 2e-3
        assert abs(numeric - slope(mu_reduced(t, D) / t, D)) < 1e-4

# Low-temperature coefficient; two temperatures remove the next order.
coefficient = {}
for D, expected in ((1, np.pi ** 2 / 12), (3, -np.pi ** 2 / 12)):
    c1, c2 = [(mu_reduced(t, D) - 1) / t ** 2 for t in (0.02, 0.04)]
    coefficient[D] = (4 * c1 - c2) / 3
    assert abs(coefficient[D] - expected) < 1e-3
for t in (0.2, 0.5, 2.0):
    assert abs(mu_reduced(t, 2) - t * np.log(np.expm1(1 / t))) < 1e-8

# One rise and one fall in the wire, only a fall in 2 and 3 dimensions.
t_scan = np.geomspace(0.1, 4, 30)
for D in (1, 2, 3):
    steps = np.diff([mu_reduced(t, D) for t in t_scan])
    if D == 1:
        assert steps[0] > 0 and steps[-1] < 0
        assert np.count_nonzero(np.diff(np.sign(steps))) == 1
    else:
        assert np.all(steps < 0)

# Folding about mu, and the monotonic ratio behind the single maximum.
ratios = []
for eta in np.linspace(0.3, 8, 25):
    direct = band_integral(-0.5, eta, lambda y: y * weight(y)) / eta ** 1.5
    above = quad(lambda s: s / np.sqrt(1 + s) * weight(eta * s),
                 0, 45 / eta, epsabs=1e-12, limit=200)[0]
    below = quad(lambda s: s * weight(eta * s), 0, 1,
                 weight='alg', wvar=(0, -0.5), epsabs=1e-12)[0]
    assert abs(direct - (above - below)) < 1e-8
    ratios.append(direct / weight(eta))
assert np.all(np.diff(ratios) < 0) and ratios[0] > 0 > ratios[-1]


# Universal points of the wire.
def t_of_eta(eta):
    return (2 / band_integral(-0.5, eta, fermi)) ** 2


eta_peak = brentq(lambda e: slope(e, 1), 0.5, 5)
t_peak = t_of_eta(eta_peak)
eta_return = brentq(lambda e: e * t_of_eta(e) - 1, 0.05, eta_peak)
t_return = t_of_eta(eta_return)
t_edge = t_of_eta(0.0)
F_zero = float((1 - mpmath.sqrt(2)) * mpmath.zeta(0.5))
assert abs(F_minus_half(0.0) - F_zero) < 1e-9
T_peak, T_return, T_edge = [t * E_F / KB for t in (t_peak, t_return, t_edge)]
T_direct, mu_direct = ring_peak((0.0,))
assert abs(T_direct / T_peak - 1) < 1e-3
assert abs(mu_direct / (eta_peak * t_peak * E_F) - 1) < 1e-7
assert abs(ring_mu(T_return) - E_F) < 1e-5
assert abs(ring_mu(T_edge)) < 1e-5

# A second subband: harmless when far, an earlier maximum when near.
far, near = ring_peak((0.0, 100.0)), ring_peak((0.0, 15.0))
assert abs(far[0] / T_peak - 1) < 2e-3
assert near[0] < 0.9 * T_peak and E_F < near[1] < mu_direct

print(f"effective mass = {mass / const.m_e:.2f} electron masses")
print(f"line density n = {density:.3e} 1/m")
print(f"Fermi wavenumber k_F = {k_fermi:.4e} 1/m")
print(f"Fermi energy E_F = {E_F:.4f} meV = {E_F * MEV:.4e} J")
print(f"Fermi temperature E_F/k = {E_F / KB:.2f} K")
print("wire: T (K), kT (meV), prefactor (1/m), eta, F_-1/2, mu (meV)")
for T in (10, 20, 40, 80, 150, 300, 450):
    mu = ring_mu(T)
    eta = mu / (KB * T)
    print(f"  {T:4d} {KB * T:8.4f} {prefactor(T):.4e} {eta:9.4f}"
          f" {F_minus_half(eta):8.4f} {mu:9.4f}")
for T in (10, 20, 40):
    estimate = E_F * (1 + np.pi ** 2 / 12 * (KB * T / E_F) ** 2)
    print(f"low-T expansion at {T} K: mu = {estimate:.4f} meV")
print(f"pi^2/12 = {np.pi ** 2 / 12:.5f}")
for D in (1, 3):
    print(f"numerical t^2 coefficient, D={D}: {coefficient[D]:.5f}")
print("mu/E_F at fixed density: t, D=1, D=2, D=3")
for t in (0.1, 0.2, 0.5, 1.0, 2.0):
    values = " ".join(f"{mu_reduced(t, D):10.6f}" for D in (1, 2, 3))
    print(f"  {t:.1f} {values}")
print(f"maximum: eta = {eta_peak:.5f}, kT/E_F = {t_peak:.5f}")
print(f"maximum: mu/E_F = {eta_peak * t_peak:.5f}")
print(f"maximum: T = {T_peak:.2f} K, mu = {eta_peak * t_peak * E_F:.4f} meV")
print(f"return to E_F: eta = {eta_return:.5f}, kT/E_F = {t_return:.5f}")
print(f"return to E_F: T = {T_return:.2f} K")
print(f"F_-1/2(0) = {F_zero:.6f}")
print(f"mu at subband edge: kT/E_F = {t_edge:.5f}, T = {T_edge:.2f} K")
for gap, peak in ((100, far), (15, near)):
    print(f"second subband at {gap} meV: maximum at T = {peak[0]:.1f} K,"
          f" mu = {peak[1]:.4f} meV")
print("verified")
```

It prints:

```
effective mass = 0.10 electron masses
line density n = 1.000e+08 1/m
Fermi wavenumber k_F = 1.5708e+08 1/m
Fermi energy E_F = 9.4008 meV = 1.5062e-21 J
Fermi temperature E_F/k = 109.09 K
wire: T (K), kT (meV), prefactor (1/m), eta, F_-1/2, mu (meV)
    10   0.8617 2.6832e+07   10.9871   3.7269    9.4679
    20   1.7235 3.7946e+07    5.6261   2.6353    9.6964
    40   3.4469 5.3664e+07    3.0278   1.8635   10.4366
    80   6.8939 7.5892e+07    1.6563   1.3177   11.4184
   150  12.9260 1.0392e+08    0.8543   0.9623   11.0429
   300  25.8520 1.4696e+08    0.1932   0.6804    4.9946
   450  38.7780 1.7999e+08   -0.1326   0.5556   -5.1416
low-T expansion at 10 K: mu = 9.4657 meV
low-T expansion at 20 K: mu = 9.6606 meV
low-T expansion at 40 K: mu = 10.4402 meV
pi^2/12 = 0.82247
numerical t^2 coefficient, D=1: 0.82243
numerical t^2 coefficient, D=3: -0.82246
mu/E_F at fixed density: t, D=1, D=2, D=3
  0.1   1.008569   0.999995   0.991641
  0.2   1.037725   0.998648   0.964576
  0.5   1.160635   0.927293   0.743112
  1.0   1.227132   0.541325  -0.021461
  2.0   0.953713  -0.865504  -2.461439
maximum: eta = 1.31168, kT/E_F = 0.93649
maximum: mu/E_F = 1.22838
maximum: T = 102.16 K, mu = 11.5477 meV
return to E_F: eta = 0.52743, kT/E_F = 1.89597
return to E_F: T = 206.83 K
F_-1/2(0) = 0.604899
mu at subband edge: kT/E_F = 3.47972, T = 379.61 K
second subband at 100 meV: maximum at T = 102.0 K, mu = 11.5468 meV
second subband at 15 meV: maximum at T = 13.9 K, mu = 9.4780 meV
verified
```
